# Bardeen's Tunnelling Matrix Element as a Surface Current Through an Oxide, part 1

(Sections cited here and not found follow in the second part.)

## I. From the coupling of two electrodes to a surface current

Take two aluminium films, each 10 nm thick, separated by 2.5 nm of silicon dioxide, and describe both materials by a simple one-electron model. A level that the two films share splits into a doublet $9.5\times10^{-8}$ eV wide. Now replace the right film by a metal without end, so that an electron in the left film can leave for good. The same level acquires a decay width of $3.5\times10^{-14}$ eV. The oxide, the level and the left film are the same in both cases, yet the second energy is smaller than the first by a factor of $2.7\times10^{6}$.

Both energies follow from one quantity, the transfer matrix element $M$ between a state of the left film and a state of the right film. The splitting is proportional to $|M|$ and the width to $|M|^2$. The first half of this text shows that $M$ is a current through a surface inside the oxide. The second half evaluates it.

### Setting and assumptions

The $z$ axis is normal to the films. The left film fills $-a_L<z<0$, the right film fills $d<z<d+a_R$, and oxide fills the rest of space, so the bound states of the films, with energies below the oxide band edge, decay far from them. The assumptions are these.

* **(A1)** One electron moves elastically and coherently, and the interfaces are flat.
* **(A2)** The potential $V(z)$ is zero in the metal and $U$ in the oxide. The mass $m(z)$ is $m_e$ in the metal and $m_{ox}$ in the oxide. The Hamiltonian is
$$H=-\nabla\cdot\frac{\hbar^2}{2m(z)}\nabla+V(z).\tag{1}$$
* **(A3)** The energies lie below the oxide band edge, and the decay factor $x=e^{-\kappa d}$ of a wave across the oxide is small. Here $\kappa$ is the decay constant in the oxide.

With a mass that changes in steps, a solution of $H\psi=E\psi$ has continuous $\psi$ and continuous $(1/m)\,\partial_z\psi$. The second condition follows from integrating (1) across an interface, and it keeps the probability current continuous.

Let $H_L$ be the Hamiltonian in which the right film has been replaced by oxide, in potential and in mass. Let $H_R$ be the one in which the left film has been replaced. Their normalized bound states obey
$$H_L\psi_L=E_L\psi_L,\qquad H_R\psi_R=E_R\psi_R .$$
In the plane of the films I use periodic boundary conditions on an area $A$.

The two reference Hamiltonians agree with $H$ on large parts of space:
$$H=H_L\ \text{ for } z<d,\qquad H=H_R\ \text{ for } z>0 .\tag{2}$$
Both statements hold inside the oxide layer $0<z<d$, and the proof below rests on this overlap.

One point needs care. The state $\psi_L$ was built with the oxide mass on both sides of $z=d$, so its slope is continuous there, and $(1/m)\partial_z\psi_L$ with the true mass $m$ jumps. Applying (1) to $\psi_L$ therefore produces a delta function at $z=d$. To include it without special treatment, I define matrix elements of $H$ by the energy form
$$h[\phi,\psi]=\int d^3r\left(\frac{\hbar^2}{2m}\nabla\phi^*\cdot\nabla\psi+V\phi^*\psi\right),$$
which contains first derivatives alone. The transfer matrix element is
$$M=h[\psi_R,\psi_L]-E_L\langle\psi_R|\psi_L\rangle .\tag{3}$$
This is the meaning given here to $\langle\psi_R|H-E_L|\psi_L\rangle$.

### Lemma 1: the role of $M$

*Let the electron start in $\psi_L$, and restrict its state to the span of $\psi_L$ and the states $\psi_R$. To first order in $x$, the amplitude $b_R$ of $\psi_R$ obeys*
$$i\hbar\,\dot b_R=M\,e^{i(E_R-E_L)t/\hbar}.\tag{4}$$

*Proof.* Write
$$\Psi=a\,\psi_Le^{-iE_Lt/\hbar}+\sum_{R}b_{R}\,\psi_{R}e^{-iE_{R}t/\hbar},\qquad a(0)=1,\quad b_R(0)=0 .$$
The Schrödinger equation, projected on a function $\phi$, reads $i\hbar\langle\phi|\dot\Psi\rangle=h[\phi,\Psi]$. Choose $\phi=\psi_R$ and write $S=\langle\psi_R|\psi_L\rangle$. The states $\psi_R$ are orthonormal among themselves, so
$$\left(i\hbar\dot a\,S-aM\right)e^{-iE_Lt/\hbar}+i\hbar\dot b_R\,e^{-iE_Rt/\hbar}-\sum_{R'}b_{R'}D_{RR'}\,e^{-iE_{R'}t/\hbar}=0,$$
with $D_{RR'}=h[\psi_R,\psi_{R'}]-E_{R'}\delta_{RR'}$.

The sizes of the terms are as follows. In each film one of the two functions $\psi_L,\psi_R$ is a tail of order $x$, and in the oxide their product is of order $x$. Hence $S$ and $M$ are of order $x$. The quantity $D_{RR'}$ comes from the left film, where $H$ differs from $H_R$. Both functions are tails there, so $D_{RR'}$ is of order $x^2$. Projection on $\psi_L$ shows in the same way that $\dot a$ is of order $x^2$, because it is driven by the corresponding $D_{LL}$ and by products of $b_R$ or $\dot b_R$ with quantities of order $x$.

With $b_R$ itself of order $x$, the terms $\dot a S$ and $b_{R'}D_{RR'}$ are of order $x^3$. What remains at first order, with $a=1$, is (4). $\square$

The restriction to this span is an approximation. For the rectangular barrier, Proposition 1 in the second half checks its consequences against solutions of the full wave equation.

### Theorem 1: the surface current

*Under (A1) and (A2), for any plane $z=z_0$ with $0<z_0<d$,*
$$M=\frac{\hbar^2}{2m_{ox}}\int_{z_0}dS\left(\psi_R^*\,\partial_z\psi_L-\psi_L\,\partial_z\psi_R^*\right)+(E_R-E_L)\int_{z>z_0}d^3r\,\psi_R^*\psi_L .\tag{5}$$

*Proof.* Split the integral in (3) at $z_0$.

For $z<z_0$, statement (2) says that $\psi_L$ obeys the full equation,
$$-\nabla\cdot\frac{\hbar^2}{2m}\nabla\psi_L+(V-E_L)\psi_L=0 .$$
Integrate the gradient term by parts so that both derivatives act on $\psi_L$:
$$\int_{z<z_0}\frac{\hbar^2}{2m}\nabla\psi_R^*\cdot\nabla\psi_L=\frac{\hbar^2}{2m_{ox}}\int_{z_0}dS\,\psi_R^*\partial_z\psi_L-\int_{z<z_0}\psi_R^*\,\nabla\cdot\frac{\hbar^2}{2m}\nabla\psi_L .$$
The outward normal at $z_0$ is $+z$, hence the plus sign. The surfaces of the left film contribute nothing, since $(1/m)\partial_z\psi_L$ is continuous there. The distant surface drops out by decay, and the side walls cancel by periodicity. Adding $\int_{z<z_0}(V-E_L)\psi_R^*\psi_L$ cancels the last integral by the equation for $\psi_L$. The left region thus gives
$$\frac{\hbar^2}{2m_{ox}}\int_{z_0}dS\,\psi_R^*\partial_z\psi_L .$$

For $z>z_0$ it is $\psi_R$ that obeys the full equation, so now both derivatives are moved onto $\psi_R^*$. The outward normal at $z_0$ is $-z$, which gives a minus sign:
$$\int_{z>z_0}\frac{\hbar^2}{2m}\nabla\psi_R^*\cdot\nabla\psi_L=-\frac{\hbar^2}{2m_{ox}}\int_{z_0}dS\,\psi_L\partial_z\psi_R^*-\int_{z>z_0}\psi_L\,\nabla\cdot\frac{\hbar^2}{2m}\nabla\psi_R^* .$$
At $z=d$ this step needs a continuous flux of $\psi_R$ and a continuous $\psi_L$, and both are given. The kink of $\psi_L$ that the true mass would demand does not enter. The equation for $\psi_R^*$ turns the last term into $\int(E_R-V)\psi_L\psi_R^*$. Together with $\int(V-E_L)\psi_R^*\psi_L$ this leaves $(E_R-E_L)\int_{z>z_0}\psi_R^*\psi_L$. The sum of the two regions is (5). $\square$

The proof does not use the smallness of $x$. That assumption belongs to Lemma 1, which gives $M$ its meaning as a transition amplitude.

### Remark 1: when the surface term suffices

The left side of (5) does not depend on $z_0$. If $E_L=E_R$, the volume term vanishes, and the surface term equals $M$ at every plane in the oxide. If the energies differ, differentiation of (5) shows that the surface term changes with the plane at the rate $(E_R-E_L)\int_{z_0}dS\,\psi_R^*\psi_L$.

A deliberately detuned case shows the size of this effect. Take films of 1.0 and 1.3 nm, an oxide of 0.6 nm, an in-plane wavenumber of 3 nm$^{-1}$, and levels $E_L=5.5721$ eV and $E_R=7.4762$ eV. The band edge and mass of the oxide are those of the example in the second half. Direct integration of (3) gives $M=-1.120\times10^{-3}$ eV. The surface term is $-2.107\times10^{-3}$ eV at $z_0=0.1$ nm and $-1.403\times10^{-3}$ eV at $z_0=0.5$ nm. Neither is $M$. The volume term of (5), integrated separately, made up the difference at both planes to within one part in $10^9$ of $|M|$.

Exchanging the roles of the electrodes in (3) replaces $E_L$ by $E_R$. The two versions therefore differ by $(E_R-E_L)\langle\psi_R|\psi_L\rangle$ after complex conjugation, and they agree at resonance. Elastic tunnelling needs the resonant value.

### Remark 2: why it is a current

Let $\psi_L$ and $\psi_R$ be real and resonant, and let the electron be in $a\psi_L+b\psi_R$. The probability current through the plane is
$$I=\frac{\hbar}{m_{ox}}\,\mathrm{Im}\int dS\,\Psi^*\partial_z\Psi .$$
The terms in $|a|^2$ and $|b|^2$ are real and drop out. The cross terms are $a^*b\,\psi_L\partial_z\psi_R+b^*a\,\psi_R\partial_z\psi_L$. Since $\mathrm{Im}(a^*b)=-\mathrm{Im}(b^*a)$,
$$I=\frac{\hbar}{m_{ox}}\,\mathrm{Im}(b^*a)\int dS\left(\psi_R\partial_z\psi_L-\psi_L\partial_z\psi_R\right)=\frac{2M}{\hbar}\,\mathrm{Im}(b^*a).$$
The leading-order equation of motion $i\hbar\dot b=Ma$ gives
$$\frac{d|b|^2}{dt}=2\,\mathrm{Re}(b^*\dot b)=\frac{2M}{\hbar}\,\mathrm{Im}(b^*a),$$
which is the same expression. The probability that appears on the right is what has crossed the plane. A single decaying real wave carries no current. The current comes from the interference of the two tails, and it needs a phase difference between $a$ and $b$ that is not a multiple of $\pi$.

### Lemma 2: two uses of $M$

*(a) Two equal films with a common level $E_0$ have, in the two-state approximation and to leading order in $x$, the energies $E_0\pm|M|$.*

*(b) If the right electrode has a dense set of levels with density $\rho_R$ per unit energy, the left state decays at the rate $\Gamma/\hbar$, with*
$$\Gamma=2\pi|M|^2\rho_R .\tag{6}$$

*Proof of (a).* Choose real functions. Put $D=h[\psi_L,\psi_L]-E_0$, which equals the same quantity for $\psi_R$ by symmetry, and $\varepsilon=E-E_0$. The combinations $\psi_L\pm\psi_R$ decouple and give
$$D\pm M=\varepsilon(1\pm S),\qquad \varepsilon_\pm=\frac{D\pm M}{1\pm S}.$$
Since $D$ is of order $x^2$ while $M$ and $S$ are of order $x$, this is $\varepsilon_\pm=\pm M$ to leading order. If $M$ is negative, the symmetric combination lies lower.

*Proof of (b).* With $\varepsilon=E_R-E_L$, integration of (4) gives
$$b_R=-M\,\frac{e^{i\varepsilon t/\hbar}-1}{\varepsilon},\qquad |b_R|^2=|M|^2\,\frac{4\sin^2(\varepsilon t/2\hbar)}{\varepsilon^2}.$$
Sum over the levels by $\rho_R\int d\varepsilon$ and use $\int_{-\infty}^{\infty}\sin^2(\alpha\varepsilon)\,\varepsilon^{-2}\,d\varepsilon=\pi\alpha$ with $\alpha=t/2\hbar$. The total probability on the right is $2\pi|M|^2\rho_R\,t/\hbar$, which grows at the rate $\Gamma/\hbar$. $\square$

Part (b) needs a window of times. The time $t$ must be long enough that $|M|^2\rho_R$ is constant over the energy range $\hbar/t$. For the volume term in (5) to be small at every plane in the oxide, $\hbar/t$ must also be small compared with $\hbar^2\kappa/(m_{ox}d)$, which is a stricter condition for a thick oxide. It must be short compared with $\hbar/\Gamma$, so that the left state is not yet depleted. It must also be short compared with $2\pi\hbar\rho_R$, after which the separate levels on the right are resolved and probability returns. The last condition demands a thick right electrode, or levels broadened by more than their spacing.

The two results explain the form of the opening puzzle. A splitting is linear in $M$ and a decay width is quadratic, so their ratio is $2|M|/\Gamma=1/(\pi|M|\rho_R)$. This is large when $|M|$ is small compared with the level spacing $1/\rho_R$. In the opening example both $M$ and $\rho_R$ may be taken for the 10 nm right film, even though the decay is into an endless metal, because the product $|M|^2\rho_R$ does not depend on the thickness of the right electrode. This follows from (11) and Lemma 3 in the second half.

## II. The rectangular oxide barrier

The symbols carried over are these. The oxide of thickness $d$, band edge $U$ and mass $m_{ox}$ lies between films of thickness $a_L$ and $a_R$ with mass $m_e$ and band bottom at zero. The states $\psi_L$ and $\psi_R$ belong to the separate films, and $x=e^{-\kappa d}$ is small. At resonance, $E_L=E_R=E$, the first half gave
$$M=\frac{\hbar^2}{2m_{ox}}\int_{z_0}dS\left(\psi_R^*\partial_z\psi_L-\psi_L\partial_z\psi_R^*\right)\tag{7}$$
at any plane in the oxide. It also gave the doublet splitting $2|M|$ and the decay width $\Gamma=2\pi|M|^2\rho_R$, both to leading order in $x$.

At resonance, the transfer matrix element $M$ is a surface current through any plane in the oxide, and to leading order in $x$ it gives both the doublet splitting $2|M|$ and the decay width $\Gamma=2\pi|M|^2\rho_R$. It remains to evaluate $M$ for the rectangular barrier, check the results against the full wave equation, and apply them to aluminium films separated by silicon dioxide.

Numbers in the example were calculated in double precision.
